Field enhancement and electron injection in a cylindrical tunnel oxide

**Problem**

A tunnel oxide fills the space between two coaxial electrodes, from inner radius a = 4 nm to outer radius b = 8 nm. It contains no charge and has uniform permittivity. The voltage across the oxide alone has magnitude V. A planar oxide of the same thickness d = b − a, at the same V, serves as reference.

(a) Show that the field at the inner surface exceeds the planar field by 44 percent, and find the field at the outer surface.

(b) Electrons are injected from the inner surface, or, with the polarity reversed and V unchanged, from the outer surface. Without evaluating any integral, order the two tunnelling exponents and the planar one.

(c) Find the two exponents when V is large enough for the electron to emerge from the barrier inside the oxide. Is their ratio equal to the inverse ratio of the surface fields?

(d) Evaluate the results for a barrier φ = 3.0 eV, an oxide mass m = 0.4 electron masses and V = 3.2 V.

(e) Treat the case of a radius much larger than the thickness, and judge what the model says about a real memory cell.

Both emitters have the same barrier φ, measured from the energy of the emitted electron. The motion is radial, and the image force is omitted at first.

**Solution**

**(a) The field**

Let E(r) be the magnitude of the field. With no charge in the oxide, the same flux crosses every coaxial cylinder. Its area grows as r, so rE(r) is a constant C. The voltage fixes C:

V = ∫ₐᵇ (C/r) dr = C ln(b/a).

With L = ln(b/a),

E(r) = V/(rL).

The planar field is F = V/d. Therefore

E(a)/F = d/(aL) = 4/(4 ln 2) = 1/ln 2 = 1.44,

E(b)/F = d/(bL) = 4/(8 ln 2) = 0.72.

The inner field is 44 percent above the planar value and the outer field 28 percent below it. These ratios depend on b/a but not on V or on the permittivity.

**(b) The order of the exponents**

In the semiclassical approximation the transmission varies as exp(−S), with

S = 2 ∫ κ dx, κ = √(2mU)/ħ.

Here x is the distance from the emitter, U(x) is the height of the barrier above the electron's energy, and the integral covers the region where U > 0. With energies in eV and voltages in V, the three barriers are

U_pl = φ − Vx/d,

U_in = φ − (V/L) ln(1 + x/a),

U_out = φ + (V/L) ln(1 − x/b).

The last logarithm is negative, so this barrier also falls along the path. In all three cases the total drop across the oxide is V.

The inner drop, (V/L) ln(1 + x/a), has second derivative −V/[L(a + x)²], which is negative. The curve is concave and lies above the straight line joining its ends, which is the planar drop. The outer drop, −(V/L) ln(1 − x/b), has second derivative +V/[L(b − x)²] and lies below that line. Between the electrodes, then,

U_in < U_pl < U_out.

A lower barrier gives a smaller κ and a forbidden path that is no longer, so

S_in < S_pl < S_out.

This holds for any V > 0, including direct tunnelling, where the barrier extends across the whole oxide.

**(c) The exponents for V ≥ φ**

Define κ₀ = √(2mφ)/ħ. In the planar oxide U vanishes at x = φ/F, which lies inside the oxide if V ≥ φ. With s = 1 − Fx/φ,

S_pl = 2κ₀ ∫ √(1 − Fx/φ) dx = 2κ₀(φ/F) ∫₀¹ √s ds = 4κ₀φ/(3F).

For inner injection put r = a e^u, so that ln(r/a) = u and dr = a e^u du. The barrier becomes

U_in = φ − Vu/L = φ(1 − u/λ), λ = φL/V.

It vanishes at u = λ, or r = a e^λ. This point lies inside the oxide if λ ≤ L, which again means V ≥ φ. Now set s = 1 − u/λ, so that u = λ(1 − s) and du = −λ ds. Reversing the limits absorbs the minus sign:

S_in = 2κ₀a ∫₀^λ √(1 − u/λ) e^u du = 2κ₀aλ ∫₀¹ √s e^(λ(1−s)) ds.

Since aλ = φaL/V = φ/E(a),

S_in = [4κ₀φ/(3E(a))] G(λ),

G(z) = (3/2) ∫₀¹ √s e^(z(1−s)) ds.

For outer injection put r = b e^(−u). The barrier is again φ(1 − u/λ), with the same λ, but the path element is b e^(−u) du. The same steps, with bλ = φ/E(b), give

S_out = [4κ₀φ/(3E(b))] G(−λ).

The prefactors are planar exponents evaluated with the surface fields. G accounts for the change of field along the path: an electron leaving the inner surface enters a weaker field, and one leaving the outer surface enters a stronger field.

To evaluate G, expand the exponential and define Iₙ = ∫₀¹ √s (1 − s)ⁿ ds. Integration by parts gives, for n ≥ 1,

Iₙ = (2n/3) ∫₀¹ s^(3/2) (1 − s)ⁿ⁻¹ ds.

Writing s^(3/2) = √s [1 − (1 − s)] turns the right side into (2n/3)(Iₙ₋₁ − Iₙ), so

Iₙ = [2n/(2n + 3)] Iₙ₋₁.

The coefficient of zⁿ in G is (3/2)Iₙ/n!. It equals 1 for n = 0, and each later coefficient is 2/(2n + 3) times the one before:

G(z) = 1 + 2z/5 + 4z²/35 + 8z³/315 + …

Because E(a)/E(b) = b/a, the ratio of the exponents is

S_out/S_in = (b/a) G(−λ)/G(λ).

It is smaller than the inverse ratio of the surface fields, b/a = 2. The integral for G increases with z, so G(−λ) < G(λ) for λ > 0. As V rises, λ falls and the ratio grows. It starts from 1.148 at V = φ and tends to 2 at high voltage, where the forbidden path is so short that the field hardly changes along it.

**(d) Numbers**

The fields are

F = 3.2 V/(4 nm) = 0.80 V/nm = 8.0 MV/cm,

E(a) = 1.4427 × 8.0 = 11.5 MV/cm,

E(b) = 0.7213 × 8.0 = 5.8 MV/cm.

The barrier and mass give κ₀ = 5.612 nm⁻¹. The planar exponent is

S_pl = 4 × 5.612 × 3.0/(3 × 0.80) = 28.1.

Dividing by the field ratios of part (a) gives the surface-field estimates 19.45 for the inner surface and 38.90 for the outer one. The correction uses

λ = 3.0 × 0.6931/3.2 = 0.650, G(λ) = 1.316, G(−λ) = 0.782.

Hence

S_in = 19.45 × 1.316 = 25.6,

S_out = 38.90 × 0.782 = 30.4.

The ratio is 1.19. The inner exponent is 9 percent below the planar one and the outer exponent 8 percent above it, much less than the changes in surface field suggest.

The turning points show why. They lie at 7.66 nm for inner injection and 4.18 nm for outer injection, so the forbidden paths are 3.66 and 3.82 nm long, against 3.75 nm in the planar oxide. Each path crosses most of the oxide, and the average field along it is close to V/d.

The difference S_out − S_in = 4.83 favours inner injection by an exponential factor of about 125. The surface fields alone would give a difference of 19.45 and a factor near 3 × 10⁸. Neither factor is a ratio of total currents, which also contains the supply of electrons, the prefactors and the emitting areas.

A numerical solution of the radial wave equation at zero angular momentum provides a check on the semiclassical estimate. Plane-wave leads were attached, with band floors 0.2 eV below the electron's energy at the emitter and a further 3.2 eV below it at the collector. The mass was the same throughout. The result is −ln T = 26.55 for inner and 31.01 for outer injection, where T is the transmission. These values include prefactors that S leaves out. Their difference is 4.46, against 4.83 from the exponents.

**(e) Large radius and real cells**

Let δ = d/a be small, with V ≥ φ. Then L = δ − δ²/2 + …, and the field ratio is

E(a)/F = δ/L ≈ 1 + δ/2.

To first order λ ≈ φδ/V and G(±λ) ≈ 1 ± 2φδ/(5V). For the inner surface

S_in/S_pl = (L/δ) G(λ) ≈ (1 − δ/2)[1 + 2φδ/(5V)] ≈ 1 − δ[1/2 − 2φ/(5V)].

For the outer surface bL/d = (1 + δ)L/δ ≈ 1 + δ/2, and

S_out/S_pl ≈ 1 + δ[1/2 − 2φ/(5V)].

For a = 30 nm, with d, φ and V unchanged, δ = 0.133. The inner field is then about 7 percent above planar. The bracket is 0.5 − 0.375 = 0.125, so to first order each exponent shifts by about 1.7 percent; the formulas of part (c) give 1.6 percent. The two differ by roughly 0.9, a factor of about 2.4 in place of 125.

The barrier, mass and thickness are round values in the rough range of a silicon/silicon-dioxide tunnel oxide. The 4 nm core is that of a thin nanowire; vertical memory strings have radii of roughly a few tens of nanometres, for which the second estimate is more relevant. In a charge-trap cell the outer surface of the tunnel oxide borders the trapping layer, not a second silicon electrode. Part (d) therefore compares two equal emitters and does not predict a program-to-erase ratio: release from traps and hole injection are different processes.

The field is also high. Taking 10 MV/cm as a rough breakdown limit, the inner surface is 15 percent above it. The condition V ≥ φ requires

E(a) ≥ φ/(aL) = 3.0/(4 × 0.6931) V/nm = 10.8 MV/cm.

At the limit itself V is 2.77 V, below φ, and tunnelling is direct. The formulas of part (c) then fail, though the ordering of part (b) remains. With these radii and this barrier, and without the image force, an emergence point inside the oxide is reached only above the assumed limit. The image force rounds the barrier near the collector: with relative permittivity 2.2 it already ends 0.3 to 0.4 nm short of the collector at 2.77 V.

The other omissions were estimated one at a time at V = 3.2 V:

- **Image force.** The first planar image in each electrode, with relative permittivity 2.2, lowers the inner exponent by 4.4 and the outer one by 4.3. Further images partly cancel this lowering, so the values are somewhat too large. Each transmission still rises by a factor of several tens, while the difference between the exponents hardly moves.
- **Oxide mass.** A mass of 0.5 instead of 0.4 electron masses raises the exponents by 3.0 and 3.6.
- **Confinement.** In a hard-walled core with an isotropic electron mass of 0.2, the lowest level rises by 0.069 eV. If the emitted electron starts from that level, the inner exponent falls by 1.0. Silicon has direction-dependent masses, and a heavy mass across the core makes both changes smaller.
- **Temperature.** At 358 K the thermal spread of a metal-like electron supply multiplies the current by about 1.5 for inner and 1.3 for outer injection.
- **Tangential motion.** At fixed total energy, a tangential energy of 0.031 eV in an emitter of mass 0.2 adds 0.1 to the inner exponent and 0.5 to the outer one. At fixed angular momentum this energy grows as the electron moves inward.
- **Trapped charge.** A sheet of 10¹² electrons per cm² at r = 6 nm, with relative permittivity 3.9, lowers the inner field from 11.5 to 11.3 MV/cm and raises the inner exponent by 0.3.

The absolute currents are thus uncertain by orders of magnitude. The difference between the exponents is less sensitive: among these six estimates, confinement shifts it most, by about 1. All of them assume a parabolic oxide band. A two-band form, κ² = 2mU(1 − U/E_g)/ħ² with the same m and a gap E_g = 9 eV, lowers the inner exponent by 2.5 and the outer one by 3.5, so it narrows the difference by about as much as confinement widens it. The numerical output lists the values of part (d) and of the six estimates.

Values computed for the example and the checks

```
radii a, b: 4.0, 8.0 nm; thickness 4.0 nm
barrier 3.0 eV; oxide mass 0.4 m_e; voltage 3.2 V
ln(b/a): 0.6931
planar field: 8.00 MV/cm
inner field: 11.54 MV/cm; over planar 1.4427
outer field: 5.77 MV/cm; over planar 0.7213
inner field from Poisson solver: 11.54 MV/cm
k0: 5.612 1/nm; lambda: 0.6498
turning radius, inner injection: 7.66 nm
turning radius, outer injection: 4.18 nm
planar path length: 3.75 nm
G(+lambda), G(-lambda): 1.3161, 0.7821
exponent planar: 28.06
exponent inner: 25.60; over planar 0.912
exponent outer: 30.42; over planar 1.084
outer/inner exponent ratio: 1.189
outer minus inner: 4.83; exponential factor 125
local-field exponents inner, outer: 19.45, 38.90
local-field difference: 19.45; factor 2.8e+08
exponent ratio at V = phi: 1.148; high-voltage limit 2.0
exponent ratio at 5 V, 12 V: 1.434, 1.741
wave-equation slopes inner, outer: 24.95, 30.44
wave-equation -ln T inner, outer: 26.55, 31.01
Neglected effects (changes of exponent unless stated):
image force, permittivity 2.2: inner -4.41, outer -4.33
core confinement, mass 0.2 m_e: 0.069 eV; inner -1.04
thermal current factor at 358 K: inner 1.49, outer 1.31
tangential energy kT = 0.0309 eV: inner 0.10, outer 0.48
oxide mass 0.5 instead of 0.4 m_e: inner 3.02, outer 3.59
trapped sheet 1.0e+12 1/cm2 at 6.0 nm, permittivity 3.9:
  inner field 11.25 MV/cm; inner exponent +0.33
rough breakdown field: 10 MV/cm; inner field over it 1.15
voltage putting inner field at that limit: 2.77 V
```
